# The Fock exchange operator for PAW pseudo orbitals, tested on nitrogen, part 1

(Sections cited here and not found follow in the later parts.)

## Setting and conventions

Hartree atomic units are used. One collinear spin channel is treated, since exchange couples only orbitals of equal spin. The all-electron valence orbitals $\psi_j$ have fixed real occupations $0\le f_j\le1$, and the core is frozen. With the Coulomb bracket

$$(A|B)=\iint \frac{A(\mathbf r)\,B(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

which is bilinear (no complex conjugation inside it) and symmetric, $(A|B)=(B|A)$, the valence exchange energy and the Fock exchange operator are

$$E_x=-\tfrac12\sum_{ij}f_if_j\,(\psi_i^*\psi_j|\psi_j^*\psi_i),\qquad \langle u|K|w\rangle=-\sum_jf_j\,(u^*\psi_j|\psi_j^*w).$$

For fractional $f_j$ the first expression is taken as the definition of the energy.

Each atom $R$ carries a sphere $\Omega_R$ of radius $r_c$, and spheres do not overlap. On each atom there are real all-electron partial waves $\phi_a$, real pseudo partial waves $\tilde\phi_a$ equal to $\phi_a$ outside the sphere, and real projectors $p_a$ confined to the sphere with $\langle p_a|\tilde\phi_b\rangle=\delta_{ab}$. The index $a$ contains the atom, and in any sum over $a,b,\dots$ all indices belong to the same atom, with a sum over atoms implied. Angular parts are real spherical harmonics $Y_L$, $L=(l,m)$, and $r$, $\hat{\mathbf r}$ are measured from the nucleus in question. The highest angular momentum among the partial waves is $l_{\max}$. The transformation to all-electron functions is

$$T=1+\sum_a\big(|\phi_a\rangle-|\tilde\phi_a\rangle\big)\langle p_a| ,\qquad \psi_j=T\tilde\psi_j .$$

For any pseudo function $\chi$, $P^\chi_a=\langle p_a|\chi\rangle$, and $P_{ja}=\langle p_a|\tilde\psi_j\rangle$. The one-centre expansions are $\chi^1=\sum_a\phi_aP^\chi_a$ and $\tilde\chi^1=\sum_a\tilde\phi_aP^\chi_a$. A function is called *complete* if $\chi=\tilde\chi^1$ inside every sphere. Complete functions form a linear space $\mathcal C$. The symbol $\langle\chi|\xi\rangle$ is always the plain $L^2$ product.

The numerical check, with its output, tests the results below on one nitrogen atom and on random complex orbitals built on the same partial waves.

## (a) Pair density and overlap operator

**Problem.** Express $(T\chi)^*(T\xi)$ through $\chi^*\xi$ and one-centre products, state what is dropped when $\chi,\xi$ are not complete, and find the operator $S$ that gives all-electron overlaps from pseudo functions.

**Solution.** By definition $T\chi=\chi+\sum_R(\chi^1-\tilde\chi^1)_R$, and each difference vanishes outside its own sphere. Outside all spheres the product is $\chi^*\xi$. Inside $\Omega_R$ only the differences of atom $R$ are nonzero, because spheres do not overlap. There, write

$$T\chi=\chi^1+(\chi-\tilde\chi^1),\qquad \chi=\tilde\chi^1+(\chi-\tilde\chi^1),$$

and abbreviate the residuals $\delta_\chi=\chi-\tilde\chi^1$, $\delta_\xi=\xi-\tilde\xi^1$. Multiplying out both products,

$$(T\chi)^*(T\xi)=\chi^{1*}\xi^1+\chi^{1*}\delta_\xi+\delta_\chi^*\xi^1+\delta_\chi^*\delta_\xi,$$
$$\chi^*\xi=\tilde\chi^{1*}\tilde\xi^1+\tilde\chi^{1*}\delta_\xi+\delta_\chi^*\tilde\xi^1+\delta_\chi^*\delta_\xi .$$

Subtracting the second line from the first removes $\delta_\chi^*\delta_\xi$:

$$(T\chi)^*(T\xi)=\chi^*\xi+n^1_{\chi\xi}-\tilde n^1_{\chi\xi}+\big[(\chi^1-\tilde\chi^1)^*\delta_\xi+\delta_\chi^*(\xi^1-\tilde\xi^1)\big],\tag{1}$$

with

$$n^1_{\chi\xi}=\sum_{ab}P^{\chi*}_a\phi_a\phi_bP^\xi_b,\qquad \tilde n^1_{\chi\xi}=\sum_{ab}P^{\chi*}_a\tilde\phi_a\tilde\phi_bP^\xi_b .$$

From here on both one-centre densities are cut off at $r_c$, which does not change their difference. The bracket in (1) is first order in the residuals and vanishes on $\mathcal C$. PAW drops it for all functions.

Integrating (1) without the bracket gives $\langle\chi|S|\xi\rangle$ with

$$S=1+\sum_{ab}|p_a\rangle\Delta O_{ab}\langle p_b|,\qquad \Delta O_{ab}=O_{ab}-\tilde O_{ab},\tag{2}$$

where $O_{ab}=\int_\Omega\phi_a\phi_b$ and $\tilde O_{ab}=\int_\Omega\tilde\phi_a\tilde\phi_b$. The matrix $\Delta O$ is real and symmetric, so $S^\dagger=S$. For $\chi,\xi\in\mathcal C$, $\langle\chi|S|\xi\rangle=\langle T\chi|T\xi\rangle$. For other functions (2) is the definition of $S$, and it differs from $T^\dagger T$ by the integral of the bracket. Orthonormal all-electron orbitals are represented by the condition $\langle\tilde\psi_i|S|\tilde\psi_j\rangle=\delta_{ij}$.

## (b) Compensation charges of a pair density

**Problem.** Construct a density $\hat n_{\chi\xi}$, confined to the spheres, such that $n^1_{\chi\xi}-\tilde n^1_{\chi\xi}-\hat n_{\chi\xi}$ produces no potential outside its sphere. Find its symmetry under $\chi\leftrightarrow\xi$ and its total charge.

**Solution.** For a density $\Delta$ confined to $r'<r_c$ and a field point $r>r_c$, the multipole expansion of the kernel has $r_<=r'$ and $r_>=r$:

$$\int\frac{\Delta(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r'=\sum_L\frac{4\pi}{2l+1}\frac{Y_L(\hat{\mathbf r})}{r^{l+1}}\int r'^{\,l}Y_L(\hat{\mathbf r}')\Delta(\mathbf r')\,d^3r' .$$

The outside potential vanishes exactly when every moment $\int r^lY_L\Delta$ vanishes. Define the moments of the partial-wave products,

$$Q^L_{ab}=\int_\Omega r^lY_L\,(\phi_a\phi_b-\tilde\phi_a\tilde\phi_b)\,d^3r .$$

A product of harmonics with $l_a$ and $l_b$ contains only $l\le l_a+l_b$, so $Q^L_{ab}=0$ for $l>2l_{\max}$ and the set of moments is finite. Choose real radial shapes $g_l(r)$, zero for $r>r_c$, normalized by $\int_0^{r_c}g_l\,r^{l+2}dr=1$. By orthonormality of the harmonics, $\int r^{l}Y_{L}\,g_{l'}Y_{L'}\,d^3r=\delta_{LL'}$. Therefore

$$\hat Q_{ab}(\mathbf r)=\sum_LQ^L_{ab}\,g_l(r)Y_L(\hat{\mathbf r}),\qquad \hat n_{\chi\xi}=\sum_{ab}P^{\chi*}_a\hat Q_{ab}P^\xi_b \tag{3}$$

has the same moments as $n^1-\tilde n^1$, and $\Delta_{\chi\xi}=n^1-\tilde n^1-\hat n$ has none. In the program the largest magnitude of a coefficient $V_L(r)$ in the expansion $\sum_LV_L(r)Y_L(\hat{\mathbf r})$ of the potential at the radial grid points outside $r_c$, over all partial-wave pairs, is $0.3162$ Ha without compensation and $6\times10^{-17}$ Ha with it.

Since $\phi_a\phi_b=\phi_b\phi_a$ and all ingredients are real, $\hat Q_{ab}=\hat Q_{ba}=\hat Q_{ab}^*$. Define the compensated pair density

$$\rho_{\chi\xi}=\chi^*\xi+\hat n_{\chi\xi}.$$

Conjugating, $\hat n_{\chi\xi}^*=\sum_{ab}P^\chi_a\hat Q_{ab}P^{\xi*}_b$. Renaming $a\leftrightarrow b$ and using $\hat Q_{ba}=\hat Q_{ab}$ turns this into $\hat n_{\xi\chi}$. Hence

$$\rho_{\chi\xi}^*=\rho_{\xi\chi}.\tag{4}$$

This holds also if the sum over $L$ in (3) is truncated, because each term has the symmetry separately. With complex harmonics the property needed is $\hat Q_{ab}^*=\hat Q_{ba}$.

For the charge, $Y_{00}=1/\sqrt{4\pi}$ gives $Q^{00}_{ab}=\Delta O_{ab}/\sqrt{4\pi}$. In $\int\hat Q_{ab}$ only $L=00$ survives the angular integral, with $\int Y_{00}\,d\hat{\mathbf r}=\sqrt{4\pi}$ and $\int g_0r^2dr=1$. So $\int\hat Q_{ab}=\sqrt{4\pi}\,Q^{00}_{ab}=\Delta O_{ab}$, and comparison with (2) gives

$$\int\rho_{\chi\xi}\,d^3r=\langle\chi|\xi\rangle+\sum_{ab}P^{\chi*}_a\Delta O_{ab}P^\xi_b=\langle\chi|S|\xi\rangle .\tag{5}$$

Equation (5) needs no completeness and needs only the monopole in (3).

## (c) The exchange energy

**Problem.** Split the Coulomb interaction of two all-electron pair densities into a smooth term and one-centre terms, and write $E_x$ as a functional of the $\tilde\psi_j$. Give the error made when some multipoles are left uncompensated.

**Solution.** Take four complete functions and write $n=(T\chi)^*T\xi$, $n'=(T\eta)^*T\zeta$. By (1), adding and subtracting $\hat n$, $n=\rho+\sum_R\Delta_R$ with $\Delta_R=h_R-s_R$, where $h_R=n^1$ is the hard and $s_R=\tilde n^1+\hat n$ the soft one-centre density. The same holds for the primed quantities. Bilinearity gives

$$(n|n')=(\rho|\rho')+\sum_R\big[(\rho|\Delta'_R)+(\Delta_R|\rho')+(\Delta_R|\Delta'_R)\big]+\sum_{R\ne R'}(\Delta_R|\Delta'_{R'}).$$

In the bracket, write $\rho=s_R+(\rho-s_R)$ and likewise for $\rho'$. The parts with $s_R$ combine as

$$(s|h'-s')+(h-s|s')+(h-s|h'-s')$$
$$=(s|h')-(s|s')+(h|s')-(s|s')+(h|h')-(h|s')-(s|h')+(s|s')=(h|h')-(s|s').$$

Therefore

$$(n|n')=(\rho|\rho')+\sum_R\big[(h_R|h'_R)-(s_R|s'_R)\big]+\mathcal E,$$
$$\mathcal E=\sum_R\big[(\rho-s_R|\Delta'_R)+(\Delta_R|\rho'-s'_R)\big]+\sum_{R\neq R'}(\Delta_R|\Delta'_{R'}).\tag{6}$$

Inside $\Omega_R$, completeness gives $\chi^*\xi=\tilde n^1$, and only the compensation charge of atom $R$ is present, so $\rho-s_R=0$ there. The density $\rho-s_R$ lives outside the sphere, where the potential of $\Delta'_R$ is zero by (b). The density $\Delta_R$ lies outside $\Omega_{R'}$, so the intersite terms vanish for the same reason. Thus $\mathcal E=0$ with full compensation. If some moments are left out of (3), $\mathcal E$ is the interaction of those moments with the charge outside the sphere. For a single atom it is linear in the omitted moments and, because the kernel is diagonal in $L$ about one centre, it is a sum of independent contributions, one per omitted $L$.

Inserting the expansions of $h$ and $s$ defines a four-slot bracket for arbitrary pseudo functions:

$$[\chi\xi|\eta\zeta]=(\rho_{\chi\xi}|\rho_{\eta\zeta})+\sum_{abcd}P^{\chi*}_aP^\xi_b\,\Delta K_{abcd}\,P^{\eta*}_cP^\zeta_d,\tag{7}$$
$$\Delta K_{abcd}=(\phi_a\phi_b|\phi_c\phi_d)_\Omega-(\tilde\phi_a\tilde\phi_b+\hat Q_{ab}|\tilde\phi_c\tilde\phi_d+\hat Q_{cd})_\Omega ,$$

with both integration points restricted to the sphere. The bracket is antilinear in slots 1 and 3 and linear in slots 2 and 4. The tensor is real. It obeys $\Delta K_{abcd}=\Delta K_{cdab}$ by symmetry of the kernel, and $\Delta K_{abcd}=\Delta K_{bacd}=\Delta K_{abdc}$ by symmetry of the products and of $\hat Q$. The first of these, with $(A|B)=(B|A)$, gives

$$[\chi\xi|\eta\zeta]=[\eta\zeta|\chi\xi].\tag{8}$$

The PAW exchange energy is, with $i$ standing for $\tilde\psi_i$,

$$E_x=-\tfrac12\sum_{ij}f_if_j\,[ij|ji].\tag{9}$$

It equals the all-electron value when the orbitals are complete and all multipoles up to $2l_{\max}$ are compensated. Otherwise (9) defines the functional that is minimized.

The vanishing of $\mathcal E$ used the multipole expansion of $1/|\mathbf r-\mathbf r'|$. For a screened kernel such as $\mathrm{erfc}(\omega r_{12})/r_{12}$, zero moments $\int r^lY_L\Delta$ do not imply zero outside potential, and (9) is then approximate even on $\mathcal C$. The symmetries of $\Delta K$ and (8) survive for any real symmetric kernel.

## (d) The operator

**Problem.** Vary (9) with respect to $\tilde\psi_k^*$ and identify a linear operator $\tilde K$ with $\delta E_x/\delta\tilde\psi_k^*=f_k\tilde K\tilde\psi_k$. Add the exchange with the frozen core.

**Solution.** Treat $\tilde\psi_k$ and $\tilde\psi_k^*$ as independent. In $[ij|ji]$ conjugated orbitals sit in slot 1 (orbital $i$) and slot 3 (orbital $j$). Let $\tilde\psi_k^*\to\tilde\psi_k^*+\xi^*$. To first order, slot 1 contributes when $i=k$ and slot 3 when $j=k$. The term $i=j=k$ receives both contributions and is counted once in each sum:

$$\delta E_x=-\tfrac12\sum_jf_kf_j[\xi j|jk]-\tfrac12\sum_if_if_k[ik|\xi i].$$

By (8), $[ik|\xi i]=[\xi i|ik]$. Renaming $i\to j$ makes the two sums equal, and the factor $\tfrac12$ cancels:

$$\delta E_x=-f_k\sum_jf_j[\xi j|jk].$$

The right side is linear in the orbital in slot 4. Replacing it by an arbitrary function $\chi$ defines

$$\langle\xi|\tilde K|\chi\rangle=-\sum_jf_j\,[\xi j|j\chi].\tag{10}$$

To read off $\tilde K\chi$, every occurrence of $\xi^*$ is brought to the form $\int\xi^*(\dots)$. Let

$$v_{j\chi}(\mathbf r)=\int\frac{\rho_{j\chi}(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r',\qquad \rho_{j\chi}=\tilde\psi_j^*\chi+\sum_{cd}P_{jc}^*\hat Q_{cd}P^\chi_d .$$

The smooth part of (7) is $\int\rho_{\xi j}v_{j\chi}$ with $\rho_{\xi j}=\xi^*\tilde\psi_j+\sum_{ab}P^{\xi*}_a\hat Q_{ab}P_{jb}$. Since $P^{\xi*}_a=\langle\xi|p_a\rangle$,

$$(\rho_{\xi j}|\rho_{j\chi})=\int\xi^*\,v_{j\chi}\tilde\psi_j+\sum_a\langle\xi|p_a\rangle\sum_bP_{jb}\int\hat Q_{ab}\,v_{j\chi}.$$

The one-centre part, summed with $f_j$, is $\sum\langle\xi|p_a\rangle\Delta K_{abcd}D_{bc}P^\chi_d$, where $D_{bc}=\sum_jf_jP_{jb}P^*_{jc}$ is the occupation matrix. As $\xi$ is arbitrary,

$$\tilde K\chi=\underbrace{-\sum_jf_j\,v_{j\chi}\,\tilde\psi_j}_{\tilde K_{\rm loc}\chi}\;\underbrace{-\sum_ap_a\sum_{jb}f_jP_{jb}\int\hat Q_{ab}\,v_{j\chi}}_{\tilde K_{\rm comp}\chi}\;\underbrace{-\sum_{abcd}p_a\,\Delta K_{abcd}D_{bc}\langle p_d|\chi\rangle}_{\tilde K_{\rm 1c}\chi}.\tag{11}$$

The first term has the form of Fock exchange, with the potential generated by the compensated pair density. It is labelled "local" only because $v_{j\chi}$ multiplies $\tilde\psi_j$ pointwise. The second arises because the compensation charge depends on the varied orbital through its projections, and with (3) its coefficient is $\sum_LQ^L_{ab}\int g_lY_Lv_{j\chi}$. The third is a fixed atomic tensor contracted with $D$. If $\phi_a=\tilde\phi_a$ for all $a$, then $\hat Q=0$, $\Delta K=0$, $S=1$, and (11) is the Fock operator.

Part (e) shows that $E_x$ is real. The variation with respect to $\tilde\psi_k$ is then the conjugate of the one above, and for real $\epsilon$

$$\frac{d}{d\epsilon}E_x[\tilde\psi_k+\epsilon\xi]\Big|_0=2f_k\,\mathrm{Re}\langle\xi|\tilde K|\tilde\psi_k\rangle .\tag{12}$$

Replacing $\xi$ by $i\xi$ gives $2f_k\,\mathrm{Re}(-i z)=2f_k\,\mathrm{Im}\,z$ with $z=\langle\xi|\tilde K|\tilde\psi_k\rangle$. The program tests both forms against finite differences of an energy coded from the densities $h$, $s$, $\rho$ without use of $Q^L_{ab}$, $\Delta K$ or (11). The largest discrepancy is $8\times10^{-14}$ Ha.

*Core.* Let the real core orbitals $\phi_c$ of this spin have occupation one. In the all-electron energy the valence–core pair appears twice, as $(i,c)$ and as $(c,i)$, with equal values by the symmetry of the bracket. The $\tfrac12$ cancels and $E_{cv}=-\sum_if_i\sum_c(\psi_i^*\phi_c|\phi_c\psi_i)$. If $\phi_c$ vanishes outside its sphere, $\psi_i$ is needed only inside, where it equals $\sum_a\phi_aP_{ia}$ on $\mathcal C$. Then

$$E_{cv}=\sum_if_i\sum_{ab}P_{ia}^*X_{ab}P_{ib},\qquad X_{ab}=-\sum_c(\phi_a\phi_c|\phi_c\phi_b)_\Omega,$$

and the derivative adds $\tilde K_{\rm core}=\sum_{ab}|p_a\rangle X_{ab}\langle p_b|$ to (11). The matrix $X$ is real and symmetric, so this term is Hermitian. A core tail beyond $r_c$ is an error of this expression and is quantified in (i).

If the valence Hartree energy is built from the same bracket, $E_H=\tfrac12\sum_{ij}f_if_j[ii|jj]$, its $i=j$ terms are the negatives of those in (9). The self-interaction then cancels term by term, without completeness.

The exchange operator $\tilde K$ has been derived from the PAW exchange energy, and the frozen-core term has been added. Its Hermiticity, its relation to the all-electron operator, the role of the $S$-orthonormality constraint, the effect of a constant in the kernel and the nitrogen example remain.
